**Film thickness for slowing a 300 eV ion to a 40 eV threshold**

For initial energy \(E_0\), threshold \(E_{\rm th}\) and constant stopping power \(S\), the thickness is \(d=(E_0-E_{\rm th})/S\), which gives 2.00 nm for the assumed \(S=130\) eV/nm. The program asserts that a small-step march reproduces this thickness and its value for a tilted straight path. It also asserts that the scattering integral agrees with the Rutherford law in the unscreened limit and with two directly integrated trajectories in the screened potential. Further assertions cover the path with energy-dependent stopping, momentum conservation along the surface normal, and the mean loss in the first sampled collision. For Ar\(^+\) in a model CF\(_2\) film, the computed nuclear stopping falls from 196 eV/nm at 300 eV to 62 eV/nm at 40 eV, and the path to threshold is 1.99 nm. In the simulation of individual collisions, 24% of ions still cross 2.00 nm above threshold, and a 1% share is reached at 3.3 nm. Counting recoils above 40 eV as well raises the latter thickness to 4.3 nm.

## Numerical check

```python
# Result under test: with constant stopping power S, a film of thickness
#   d = (E0 - Eth) / S
# brings an ion of energy E0 down to the substrate threshold Eth (normal
# incidence, straight path). For a path tilted by an angle from the normal,
# the thickness is d*cos(angle). For energy-dependent S(E) the path is the
# integral of dE/S(E). A binary-collision model of Ar+ in a CF2 film, with
# the ZBL screened potential, sizes what the constant-S estimate neglects.
# Units: energy eV, length nm, mass u. Z = atomic number, M = atomic mass.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

E0, Eth, S_const = 300.0, 40.0, 130.0
tilt_deg, extra_energy = 10.0, 50.0
density = 1.8                                  # g/cm3, rough
Z_AR, M_AR = 18, 39.95
Z_C, M_C, Z_F, M_F = 6, 12.011, 9, 18.998

coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
bohr = const.physical_constants["Bohr radius"][0] * 1e9      # nm
units_per_nm3 = density * const.N_A / (M_C + 2 * M_F) * 1e-21
N = 3 * units_per_nm3                          # atoms per nm3
layer = N ** (-1 / 3)
p_max = layer / np.sqrt(np.pi)

# ---- constant stopping power ----
d = (E0 - Eth) / S_const
tilt = np.radians(tilt_deg)


def march(angle, step=1e-4):
    """Depth at which the energy falls to Eth, by small path steps."""
    energy, depth = E0, 0.0
    while energy > Eth:
        energy -= S_const * step
        depth += np.cos(angle) * step
    return depth


assert abs(march(0.0) - d) < 3e-4              # step size sets tolerance
assert abs(march(tilt) - d * np.cos(tilt)) < 3e-4

# ---- scattering in the screened Coulomb potential ----
AMP = np.array([0.1818, 0.5099, 0.2802, 0.02817])
DEC = np.array([3.2, 0.9423, 0.4029, 0.2016])
nodes, weights = np.polynomial.legendre.leggauss(40)
nodes, weights = (nodes + 1) / 2, weights / 2


def screening(x):
    return sum(a * np.exp(-k * x) for a, k in zip(AMP, DEC))


def cm_angle(eps, b, screen=screening):
    """Centre-of-mass angle; eps reduced energy, b = impact parameter/a."""
    eps, b = np.broadcast_arrays(np.asarray(eps, float),
                                 np.asarray(b, float))
    low, high = np.zeros(eps.shape), b + 1.01 / eps
    for _ in range(62):                        # closest approach
        mid = (low + high) / 2
        outside = 1 - screen(mid) / (mid * eps) - (b / mid) ** 2 > 0
        high = np.where(outside, mid, high)
        low = np.where(outside, low, mid)
    x0 = high[..., None]
    u = 1 - nodes ** 2                         # u = x0 / distance
    g = (1 - screen(x0 / u) * u / (x0 * eps[..., None])
         - (b[..., None] * u / x0) ** 2)
    integral = np.sum(weights * 2 * nodes / np.sqrt(np.maximum(g, 1e-15)),
                      axis=-1)
    return np.pi - 2 * b / high * integral


# unscreened limit must give the Rutherford law
for eps_t, b_t in [(0.5, 2.0), (0.1, 1.0), (2.0, 0.3)]:
    angle = cm_angle(eps_t, b_t, lambda x: np.ones_like(x))
    assert abs(np.sin(angle / 2) ** 2
               - 1 / (1 + (2 * eps_t * b_t) ** 2)) < 1e-6


# screened case against a trajectory from Newton's equation
def newton(t, y):
    r = np.hypot(y[0], y[1])
    slope = -np.sum(AMP * DEC * np.exp(-DEC * r))
    force = screening(r) / r ** 2 - slope / r
    return [y[2], y[3], force * y[0] / r, force * y[1] / r]


for eps_t, b_t in [(0.006, 3.0), (0.001, 6.0)]:
    speed = np.sqrt(2 * eps_t)
    orbit = solve_ivp(newton, (0, 200 / speed), [-80.0, b_t, speed, 0.0],
                      method="DOP853", rtol=1e-10, atol=1e-11)
    end = orbit.y[:, -1]
    assert abs(np.arctan2(end[3], end[2]) - cm_angle(eps_t, b_t)) < 1e-4


def collide(Z1, M1, energy, Z2, M2, p):
    """Centre-of-mass angle and energy transfer for impact parameter p."""
    a = 0.8854 * bohr / (Z1 ** 0.23 + Z2 ** 0.23)
    eps = a * energy * M2 / (M1 + M2) / (Z1 * Z2 * coulomb)
    angle = cm_angle(eps, p / a)
    gamma = 4 * M1 * M2 / (M1 + M2) ** 2
    return angle, gamma * energy * np.sin(angle / 2) ** 2


def nuclear_stopping(energy):
    """Mean transfer over the area of one atom, per layer thickness."""
    mean = 0.0
    for share, Z2, M2 in [(1 / 3, Z_C, M_C), (2 / 3, Z_F, M_F)]:
        T = collide(Z_AR, M_AR, energy, Z2, M2, nodes * p_max)[1]
        mean += share * np.sum(weights * 2 * nodes * T)
    return mean / layer


S_high, S_low = nuclear_stopping(E0), nuclear_stopping(Eth)
energies = Eth + (E0 - Eth) * nodes
S_grid = np.array([nuclear_stopping(e) for e in energies])
path_var = (E0 - Eth) * np.sum(weights / S_grid)
S_harmonic = (E0 - Eth) / path_var
assert np.all(np.diff(S_grid) > 0)             # stopping rises with energy
assert (E0 - Eth) / S_high < path_var < (E0 - Eth) / S_low
slow = solve_ivp(lambda s, y: [-nuclear_stopping(y[0])], (0, path_var),
                 [E0], rtol=1e-7, atol=1e-7)
assert abs(slow.y[0, -1] - Eth) < 0.01


# ---- electronic stopping, Lindhard-Scharff ----
def electronic_stopping(energy):
    v = np.sqrt(2 * energy * const.e / (M_AR * const.atomic_mass))
    v_bohr = const.alpha * const.c
    total = 0.0
    for count, Z2 in [(1, Z_C), (2, Z_F)]:
        total += (count * 8 * np.pi * coulomb * bohr * Z_AR ** (7 / 6) * Z2
                  / (Z_AR ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5 * v / v_bohr)
    return units_per_nm3 * total


# ---- individual ions and recoils in a random film ----
rng = np.random.default_rng(7)
n_ions = 10000
deep_ion, deep_any = np.zeros(n_ions), np.zeros(n_ions)
track = np.zeros(n_ions)
Z = np.full(n_ions, float(Z_AR))
M = np.full(n_ions, M_AR)
E = np.full(n_ions, E0)
c = np.ones(n_ions)                            # cosine to inward normal
z = np.zeros(n_ions)
owner = np.arange(n_ions)
is_ion = np.ones(n_ions, bool)
flight = layer * rng.random(n_ions)
first_loss = None
worst_momentum = 0.0
while E.size:
    z = z + flight * c
    track[owner[is_ion]] += flight[is_ion]
    inside = z > 0
    Z, M, E, c, z, owner, is_ion = [q[inside] for q in
                                    (Z, M, E, c, z, owner, is_ion)]
    if not E.size:
        break
    np.maximum.at(deep_any, owner, z)
    np.maximum.at(deep_ion, owner[is_ion], z[is_ion])
    carbon = rng.random(E.size) < 1 / 3
    Z2 = np.where(carbon, float(Z_C), float(Z_F))
    M2 = np.where(carbon, M_C, M_F)
    p = p_max * np.sqrt(rng.random(E.size))
    angle, T = collide(Z, M, E, Z2, M2, p)
    if first_loss is None:
        first_loss = T.copy()
    psi = np.arctan2(np.sin(angle), np.cos(angle) + M / M2)
    rec = (np.pi - angle) / 2
    side = (np.sqrt(np.maximum(1 - c ** 2, 0))
            * np.cos(2 * np.pi * rng.random(E.size)))
    c_new = c * np.cos(psi) + side * np.sin(psi)
    c_rec = c * np.cos(rec) - side * np.sin(rec)
    E_new = np.maximum(E - T, 0)
    before = np.sqrt(M * E) * c
    after = np.sqrt(M * E_new) * c_new + np.sqrt(M2 * T) * c_rec
    worst_momentum = max(worst_momentum,
                         np.max(np.abs(before - after) / np.sqrt(M * E)))
    k, r = E_new > Eth, T > Eth
    Z = np.concatenate([Z[k], Z2[r]])
    M = np.concatenate([M[k], M2[r]])
    E = np.concatenate([E_new[k], T[r]])
    c = np.clip(np.concatenate([c_new[k], c_rec[r]]), -1, 1)
    z = np.concatenate([z[k], z[r]])
    owner = np.concatenate([owner[k], owner[r]])
    is_ion = np.concatenate([is_ion[k], np.zeros(r.sum(), bool)])
    flight = np.full(E.size, layer)

assert worst_momentum < 1e-6
loss_error = first_loss.std() / np.sqrt(n_ions)
assert abs(first_loss.mean() - S_high * layer) < 4 * loss_error

leak_ion = np.mean(deep_ion > d)
leak_any = np.mean(deep_any > d)
leak_err = np.sqrt(leak_ion * (1 - leak_ion) / n_ions)
gamma_C = 4 * M_AR * M_C / (M_AR + M_C) ** 2
gamma_F = 4 * M_AR * M_F / (M_AR + M_F) ** 2

print(f"Ion energy E0: {E0:.0f} eV")
print(f"Substrate threshold Eth: {Eth:.0f} eV")
print(f"Assumed constant stopping power S: {S_const:.0f} eV/nm")
print(f"Energy to be removed: {E0 - Eth:.0f} eV")
print(f"Film thickness d: {d:.2f} nm = {10 * d:.1f} angstrom")
print(f"Full stopping length E0/S: {E0 / S_const:.2f} nm")
print(f"Energy left after 1 nm: {E0 - S_const:.0f} eV")
print(f"Tilt angle: {tilt_deg:.0f} degrees")
print(f"Thickness at this tilt: {d * np.cos(tilt):.2f} nm")
print(f"Extra ion energy: {extra_energy:.0f} eV")
print(f"Added thickness for it: {extra_energy / S_const:.2f} nm")
print(f"d if S is 20% lower: {(E0 - Eth) / (0.8 * S_const):.2f} nm")
print(f"d if S is 20% higher: {(E0 - Eth) / (1.2 * S_const):.2f} nm")
print(f"Film density (rough): {density:.1f} g/cm3")
print(f"Atomic density N: {N:.1f} atoms/nm3")
print(f"Layer thickness N^(-1/3): {layer:.3f} nm")
print(f"Layers in d: {d / layer:.1f}")
print(f"Largest transfer to C at E0: {gamma_C * E0:.0f} eV")
print(f"Largest transfer to F at E0: {gamma_F * E0:.0f} eV")
print(f"Computed nuclear stopping at E0: {S_high:.0f} eV/nm")
print(f"Computed nuclear stopping at Eth: {S_low:.0f} eV/nm")
print(f"Harmonic-mean nuclear stopping: {S_harmonic:.0f} eV/nm")
print(f"Path with energy-dependent stopping: {path_var:.2f} nm")
print(f"Electronic stopping at E0: {electronic_stopping(E0):.1f} eV/nm")
print(f"Electronic stopping at Eth: {electronic_stopping(Eth):.1f} eV/nm")
print(f"Simulated ions: {n_ions}")
print(f"Mean loss in first collision: {first_loss.mean():.1f} eV")
print(f"Standard deviation of that loss: {first_loss.std():.1f} eV")
print(f"Mean ion track length above Eth: {track.mean():.2f} nm")
print(f"Mean greatest ion depth above Eth: {deep_ion.mean():.2f} nm")
print(f"Ions crossing d above Eth: {100 * leak_ion:.1f} %")
print(f"Standard error of that share: {100 * leak_err:.1f} %")
print(f"Impacts with ion or recoil crossing d: {100 * leak_any:.1f} %")
print(f"Thickness passing 10% of ions: {np.quantile(deep_ion, .9):.1f} nm")
print(f"Thickness passing 1% of ions: {np.quantile(deep_ion, .99):.1f} nm")
print(f"Same 1% with recoils: {np.quantile(deep_any, .99):.1f} nm")
print("PASS")
```

Running it gives:

```
Ion energy E0: 300 eV
Substrate threshold Eth: 40 eV
Assumed constant stopping power S: 130 eV/nm
Energy to be removed: 260 eV
Film thickness d: 2.00 nm = 20.0 angstrom
Full stopping length E0/S: 2.31 nm
Energy left after 1 nm: 170 eV
Tilt angle: 10 degrees
Thickness at this tilt: 1.97 nm
Extra ion energy: 50 eV
Added thickness for it: 0.38 nm
d if S is 20% lower: 2.50 nm
d if S is 20% higher: 1.67 nm
Film density (rough): 1.8 g/cm3
Atomic density N: 65.0 atoms/nm3
Layer thickness N^(-1/3): 0.249 nm
Layers in d: 8.0
Largest transfer to C at E0: 213 eV
Largest transfer to F at E0: 262 eV
Computed nuclear stopping at E0: 196 eV/nm
Computed nuclear stopping at Eth: 62 eV/nm
Harmonic-mean nuclear stopping: 131 eV/nm
Path with energy-dependent stopping: 1.99 nm
Electronic stopping at E0: 14.0 eV/nm
Electronic stopping at Eth: 5.1 eV/nm
Simulated ions: 10000
Mean loss in first collision: 48.3 eV
Standard deviation of that loss: 58.0 eV
Mean ion track length above Eth: 1.75 nm
Mean greatest ion depth above Eth: 1.57 nm
Ions crossing d above Eth: 24.0 %
Standard error of that share: 0.4 %
Impacts with ion or recoil crossing d: 58.8 %
Thickness passing 10% of ions: 2.4 nm
Thickness passing 1% of ions: 3.3 nm
Same 1% with recoils: 4.3 nm
PASS
```
